\section*{Interatomic potentials from frozen atomic densities in a local density functional}

\section{The decision and the model}

A binary-collision calculation of ion trajectories in a solid needs a repulsive pair potential before the first collision can be followed. One must decide whether a universal screened Coulomb potential is good enough, or whether a potential should be built for the particular pair of atoms, and down to what collision energy the latter can be used. Building one from frozen atomic densities requires no molecular self-consistent calculation. The result below shows which energies enter, and the size of two omitted terms sets an outer limit to its use.

Hartree atomic units are used. Atoms $A$ and $B$ have nuclear charges $Z_A,Z_B$ and separation $R$. Their electron number densities $n_A,n_B\ge0$ are spherical about their own nuclei, bounded, continuous and rapidly decaying, with $\int n_A=Z_A$ and $\int n_B=Z_B$. Distances from the nuclei are $r_A,r_B$. The energy is modelled by
\begin{equation}
E[n]=C_F\!\int n^{5/3}\,d^3r+E_{\rm es}[n]-C_x\!\int n^{4/3}\,d^3r, \label{E}
\end{equation}
where $E_{\rm es}$ contains the electron--nucleus attraction, the classical electron repulsion and the nuclear repulsion of whichever nuclei are present. The electrons are treated as spin-unpolarized.

\section{Theorem}

If each density is carried along unchanged, so that the pair has density $n_A+n_B$, then $V(R)=E[n_A+n_B]-E[n_A]-E[n_B]$ equals $V_C+V_k+V_x$, with
\begin{align}
V_C&=\frac{Z_AZ_B}{R}-Z_A\!\int\!\frac{n_B}{r_A}\,d^3r-Z_B\!\int\!\frac{n_A}{r_B}\,d^3r\nonumber\\
&\quad+\iint\frac{n_A(\mathbf r)n_B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r', \label{VC}\\
V_k&=C_F\!\int\!\left[(n_A+n_B)^{5/3}-n_A^{5/3}-n_B^{5/3}\right]d^3r\ge0, \label{Vk}\\
V_x&=-C_x\!\int\!\left[(n_A+n_B)^{4/3}-n_A^{4/3}-n_B^{4/3}\right]d^3r\le0. \label{Vx}
\end{align}
This is an identity for the functional (\ref{E}) and the superposed density. It is an approximation to the energy of the real pair.

\section{Lemma 1: the two constants}

In a uniform gas each spatial plane wave with $k<k_F$ holds two electrons, so $n=k_F^3/(3\pi^2)$. The kinetic energy per volume is
\begin{equation}
2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{k^2}{2}=\frac{k_F^5}{10\pi^2}
=\frac{3}{10}(3\pi^2)^{2/3}n^{5/3},
\end{equation}
which gives $C_F=\frac{3}{10}(3\pi^2)^{2/3}=2.871$.

For exchange, the spin-summed one-particle density matrix at separation $s$, with $x=k_Fs$, is
\begin{equation}
\gamma(s)=\frac{1}{\pi^2}\int_0^{k_F}k^2\frac{\sin ks}{ks}\,dk
=\frac{\sin x-x\cos x}{\pi^2s^3}=3n\,\frac{j_1(x)}{x},
\end{equation}
because $j_1=(\sin x-x\cos x)/x^2$. Each spin contributes $-\frac12\int(\gamma/2)^2/s$ per volume, and the two together give
\begin{equation}
-\frac14\int\frac{\gamma^2}{s}\,d^3s=-\frac{9\pi n^2}{k_F^2}\int_0^\infty\frac{j_1^2}{x}\,dx .
\end{equation}
From $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ follows $(j_0^2+j_1^2)'=-4j_1^2/x$. Since $j_0^2+j_1^2$ falls from 1 to 0, the integral is $1/4$. Inserting $k_F^2=(3\pi^2n)^{2/3}$ gives $-C_xn^{4/3}$ with
\begin{equation}
C_x=\frac{9\pi}{4(3\pi^2)^{2/3}}=\frac34\left(\frac3\pi\right)^{1/3}=0.7386 .
\end{equation}
Using these energies at the local density of an atom is the local approximation. It is an assumption, since atomic densities are not slowly varying everywhere.

\section{Lemma 2: powers of a sum}

For $a,b\ge0$ and $p>1$,
\begin{equation}
0\le(a+b)^p-a^p-b^p\le(2^{p-1}-1)(a^p+b^p). \label{power}
\end{equation}
The left inequality follows from $(a+b)^p=a(a+b)^{p-1}+b(a+b)^{p-1}\ge a^p+b^p$. For the right one, convexity gives $[(a+b)/2]^p\le(a^p+b^p)/2$; multiply by $2^p$ and subtract $a^p+b^p$.

\section{Proof of the theorem}

The classical electron repulsion is quadratic in the density:
\begin{align}
\frac12\iint\frac{(n_A+n_B)(n_A'+n_B')}{|\mathbf r-\mathbf r'|}
&=\frac12\iint\frac{n_An_A'}{|\mathbf r-\mathbf r'|}
+\frac12\iint\frac{n_Bn_B'}{|\mathbf r-\mathbf r'|}\nonumber\\
&\quad+\iint\frac{n_An_B'}{|\mathbf r-\mathbf r'|}.
\end{align}
The two equal cross terms have removed the factor $\frac12$ in the last integral. The attraction to the nuclei is
\begin{equation}
-\int\left(\frac{Z_A}{r_A}+\frac{Z_B}{r_B}\right)(n_A+n_B)\,d^3r .
\end{equation}
Subtracting the isolated atoms removes both self-repulsions and the attractions $-Z_A\int n_A/r_A$ and $-Z_B\int n_B/r_B$. The cross terms and the nuclear repulsion remain, which is (\ref{VC}). The local energies have no such bilinear form; subtracting the atomic values leaves (\ref{Vk}) and (\ref{Vx}). Their signs follow from (\ref{power}) with $p=5/3$ and $p=4/3$. This completes the proof.

The upper half of (\ref{power}) also gives bounds valid at every $R$. With $T_i=C_F\int n_i^{5/3}$ and $X_i=C_x\int n_i^{4/3}$,
\begin{equation}
V_k\le(2^{2/3}-1)(T_A+T_B),\qquad |V_x|\le(2^{1/3}-1)(X_A+X_B). \label{bounds}
\end{equation}

\section{Remark: what the overlap terms mean}

Where $n_B\ll n_A$, expansion of the brackets to leading order gives the energy densities
\begin{equation}
\frac53C_Fn_A^{2/3}n_B=\frac{k_F^2}{2}\,n_B,\qquad
-\frac43C_xn_A^{1/3}n_B=-\frac{k_F}{\pi}\,n_B,
\end{equation}
with $k_F$ belonging to $n_A$. The states below the local Fermi level of $A$ are full, so an added electron costs the kinetic energy $k_F^2/2$. Exchange lowers this cost, and outweighs it where the density is so thin that $k_F<2/\pi$. The neglected terms are smaller by $(n_B/n_A)^{2/3}$ and $(n_B/n_A)^{1/3}$ respectively, so the exchange estimate is reached slowly. For any fixed ratio $n_B/n_A$, the kinetic bracket scales as $n^{5/3}$ and the exchange bracket as $n^{4/3}$. The ratio of kinetic to exchange energy therefore falls as $n^{1/3}$ when the overlapping densities become thin.

\section{Lemma 3: the electrostatic term and its sign}

Let $\Phi_A$ be the potential of the whole neutral atom $A$. A spherical shell acts outside itself as a point charge and has a constant potential inside. With $Q_A(r)=\int_0^r4\pi s^2n_A\,ds$,
\begin{equation}
\Phi_A(r)=\frac{Z_A-Q_A(r)}{r}-\int_r^\infty4\pi s\,n_A(s)\,ds. \label{Phi}
\end{equation}
The nucleus of $B$ has charge $+Z_B$ and its electrons have charge density $-n_B$, hence
\begin{equation}
V_C=Z_B\Phi_A(R)-\int n_B\,\Phi_A(r_A)\,d^3r. \label{VCphi}
\end{equation}
Writing out $\Phi_A$ recovers the four terms of (\ref{VC}).

Neutrality gives $Z_A-Q_A(r)=\int_r^\infty4\pi s^2n_A\,ds$, so
\begin{equation}
\Phi_A(r)=\int_r^\infty4\pi s\,n_A(s)\left(\frac sr-1\right)ds\ge0 .
\end{equation}
Equation (\ref{VCphi}) is thus a difference of two non-negative quantities. To see which wins, let $M(s)$ be the mean of $\Phi_A$ over a sphere of radius $s$ about nucleus $B$. Since $M(0)=\Phi_A(R)$ and $Z_B=\int n_B$,
\begin{equation}
V_C=-\int_0^\infty4\pi s^2n_B(s)\,[M(s)-M(0)]\,ds .
\end{equation}
Gauss's law gives $M'(s)=[q_A(s)-Z_A\theta(s-R)]/s^2$, where $q_A(s)$ is the number of $A$ electrons inside that sphere and $\theta$ is the unit step. For $s<R$ the mean rises, so electrons of $B$ closer to their nucleus than $R$ contribute attraction. Once the sphere encloses nucleus $A$ the mean falls, and sufficiently distant electrons can contribute repulsion. At small $R$ the nuclear repulsion dominates; at larger $R$ the attraction can win. If the two densities do not overlap and lie in separate spheres, all three terms vanish.

\section{Reduction to two dimensions}

Place the nuclei at $z=\mp R/2$ and set $z=\frac R2\cosh\mu\cos\nu$, with distance from the axis $\frac R2\sinh\mu\sin\nu$. Then
\begin{align}
r_A^2&=\frac{R^2}{4}\left[\sinh^2\mu\sin^2\nu+(\cosh\mu\cos\nu+1)^2\right]\nonumber\\
&=\frac{R^2}{4}(\cosh\mu+\cos\nu)^2,
\end{align}
and $r_B=\frac R2(\cosh\mu-\cos\nu)$ in the same way. The scale factors are $\frac R2(\sinh^2\mu+\sin^2\nu)^{1/2}$ for both $\mu$ and $\nu$, and $\frac R2\sinh\mu\sin\nu$ for the azimuth. Integrating over the azimuth gives
\begin{equation}
d^3r\to2\pi\left(\frac R2\right)^3(\sinh^2\mu+\sin^2\nu)\sinh\mu\sin\nu\,d\mu\,d\nu,
\end{equation}
with $0\le\mu<\infty$ and $0\le\nu\le\pi$. Because $r_Ar_B=\frac{R^2}{4}(\sinh^2\mu+\sin^2\nu)$, the volume element cancels the $1/r_A$ singularity in (\ref{VCphi}).

\section{Corollary: the close-collision limit}

As $R\to0$ the two densities become concentric and the integrals tend continuously to one-centre values. Hence
\begin{equation}
V(R)=\frac{Z_AZ_B}{R}+b+o(1),\qquad b=b_C+b_k+b_x, \label{close}
\end{equation}
where $b_k,b_x$ are (\ref{Vk}) and (\ref{Vx}) with a common centre, and
\begin{equation}
b_C=-Z_A\!\int\!\frac{n_B}{r}\,d^3r-Z_B\!\int\!\frac{n_A}{r}\,d^3r
+\iint\frac{n_An_B'}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\end{equation}
The screening function $\phi=RV/(Z_AZ_B)$ begins as $1+bR/(Z_AZ_B)$. When $b<0$ this defines an initial screening length $Z_AZ_B/|b|$.

If the electrons could relax fully, $b$ would be the energy of the united atom, of nuclear charge $Z_A+Z_B$, minus the two atomic energies. Comparing the two values measures the combined error of freezing the densities and of using a local functional.

\section{Remark: no variational bound, and two omitted terms}

For a given functional, $E[n_A+n_B]$ cannot lie below the minimum for the pair. If $n_A$ and $n_B$ minimized the same functional, $V$ would therefore be an upper bound to that functional's relaxed interaction. Hartree--Fock densities do not minimize (\ref{E}), so the subtracted atomic energies may be too high and the inequality is lost. No bound on the true interaction follows either.

The standard second-order gradient correction to the kinetic energy is $\frac1{72}\int|\nabla n|^2/n$; its coefficient is taken over here to estimate an error. Put $\mathbf u=\nabla\ln n_A$ and $\mathbf v=\nabla\ln n_B$. Its excess integrand, apart from $1/72$, is
\begin{align}
&\frac{|n_A\mathbf u+n_B\mathbf v|^2}{n_A+n_B}-n_Au^2-n_Bv^2\nonumber\\
&\quad=\frac{n_An_B(2\mathbf u\cdot\mathbf v-u^2-v^2)}{n_A+n_B}
=-\frac{n_An_B}{n_A+n_B}|\mathbf u-\mathbf v|^2\le0 .
\end{align}
This correction thus lowers the potential at every separation. A local correlation energy adds another excess integral, evaluated below with the Vosko--Wilk--Nusair functional.

\section{Example: boron striking silicon}

Let $A$ be boron and $B$ silicon, so $Z_AZ_B=5\times14=70$. The densities come from spherically averaged, spin-restricted Hartree--Fock atoms with fractional occupation of the open shell in the def2-TZVP basis. This level leaves out electron correlation, relativity and the spin polarization of the open shells. The fractional occupation also lets an open-shell electron repel part of itself. The atomic energies therefore lie above ordinary Hartree--Fock values and the outer densities are too diffuse. This shifts the individual terms at 2 bohr and beyond, and it matters most where $V$ is a small remainder. In the table, distances are in bohr and energies in hartree; $\phi_U$ is the universal screening function of Ziegler, Biersack and Littmark,
\begin{align}
\phi_U&=0.1818e^{-3.2x}+0.5099e^{-0.9423x}\nonumber\\
&\quad+0.2802e^{-0.4028x}+0.02817e^{-0.2016x},
\end{align}
with $x=R(Z_A^{0.23}+Z_B^{0.23})/0.8854$.

\begin{center}
\begin{tabular}{rrrrrrr}
$R$ & $V_C$ & $V_k$ & $V_x$ & $V$ & $\phi$ & $\phi_U$\\
0.1 & 438.86 & 61.71 & $-3.11$ & 497.45 & 0.711 & 0.683\\
0.5 & 21.41 & 17.79 & $-1.55$ & 37.64 & 0.269 & 0.242\\
1.0 & 3.897 & 4.377 & $-0.700$ & 7.573 & 0.108 & 0.092\\
2.0 & $-0.129$ & 1.468 & $-0.349$ & 0.990 & 0.028 & 0.021\\
3.0 & $-0.237$ & 0.557 & $-0.181$ & 0.140 & 0.006 & 0.006
\end{tabular}
\end{center}

At 1 bohr the sum is $3.897+4.377-0.700=7.573$ after rounding, and $\phi=1.0\times7.573/70=0.108$. The excess kinetic energy is already larger than the electrostatic term. At 2 bohr the electrostatic term is attractive, the sign change allowed by Lemma 3, and the repulsion comes from $V_k$ alone. A purely electrostatic potential would therefore fail qualitatively there. The ratio $V_k/|V_x|$ falls from about 20 at 0.1 bohr to 1.6 at 6 bohr, in line with the scaling for thinner overlapping densities.

The atomic local kinetic energies are 21.889 and 266.976 hartree, so (\ref{bounds}) gives $V_k\le0.5874\times288.865=169.7$ hartree. The tabulated values lie well below this bound. Equality in (\ref{power}) would need $n_A=n_B$ everywhere, which these two atoms cannot satisfy.

At close approach, $b_C=-328.6$, $b_k=72.7$ and $b_x=-3.4$ hartree add, before rounding, to $b=-259.2$ hartree. The initial screening length is $70/259.2=0.270$ bohr. The linear form is confined to very small distances: at 0.1 bohr it gives $700-259.2=440.8$ hartree, 11\% below the full $V$. The united atom is potassium. At the same Hartree--Fock level,
\begin{equation}
b_{\rm relaxed}=-599.11+24.38+288.63=-286.1\ \text{hartree}.
\end{equation}
The frozen value is 26.9 hartree higher, or 9\% of $|b_{\rm relaxed}|$. This comparison does not separate freezing from the local approximation. The two errors can partly cancel, so the difference does not limit the size of either.

In a head-on elastic collision the relative motion stops where $V(R_0)$ equals the centre-of-mass energy. For 100 eV, or 3.675 hartree, $R_0=1.32$ bohr (0.70 \AA), against 1.22 bohr with $\phi_U$. For 1000 eV the distances are 0.506 and 0.480 bohr, and for 10000 eV they are 0.126 and 0.121 bohr. The pair-specific distance is larger by 8\%, 5\% and 4\% respectively. These are differences between two models, not errors of either against experiment. They do not show that the pair-specific potential is the more accurate one: it is built for this pair, but its densities cannot relax. Choosing between the two at a given energy requires a relaxed molecular calculation or measured data.

\section{Where to stop using the potential}

The omitted gradient term is $-1.05$ hartree at 0.5 bohr, $-0.49$ at 1 bohr, $-0.127$ at 2 bohr and $-0.057$ at 3 bohr. Relative to $|V|$ these are 3\%, 7\%, 13\% and 41\%. Correlation adds $-0.041$ hartree at 1 bohr and $-0.017$ at 3 bohr, or 0.5\% and 12\%. At 4 bohr, $V=0.016$ hartree, while these two terms sum to $-0.040$ hartree, more than $V$ itself. They are not the only omitted terms. A gradient correction to exchange, not evaluated here, raises the potential, and at such distances it is similar in size to the kinetic one. The two numbers therefore indicate the scale of the uncertainty, not the direction of the net correction.

With these densities the frozen potential is weakly attractive at 5 bohr, with $V=-0.002$ hartree; a remainder this small can change sign with the choice of atomic densities. This is not a prediction of a boron--silicon bond: the omitted terms are larger than the result, and the rearrangement of open-shell electrons that makes a covalent bond is absent from the model. For this pair the two omitted terms restrict the construction to the repulsive wall inside roughly 2 bohr, where $V=0.99$ hartree, or 27 eV. At that edge they amount to about 15\% of $V$, before any offset from the exchange gradient correction. The error of freezing the densities is separate and was not evaluated at these distances. It can be as large as the omitted terms or larger, so 2 bohr is an outer limit and not a recommended cutoff, and the accuracy inside it is not established here. Before the potential is used at any collision energy, it should be compared with a relaxed molecular calculation at a few separations in the range that the collisions reach. Collisions that turn farther out need a potential that describes bonding. The complete set of distances is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
CF = 2.87123, plane-wave sum 2.87123 (atomic units)
CX = 0.73856, exchange-hole integral 0.73854 (atomic units)
B: Z = 5, electrons 5.000000, HF energy -24.3803 hartree, int n/r = 11.2980 per bohr
Si: Z = 14, electrons 14.000000, HF energy -288.6264 hartree, int n/r = 49.1780 per bohr
Local kinetic energy: B 21.8891, Si 266.9755 hartree
Local exchange energy: B -3.2110, Si -18.5052 hartree
R = 1.0 bohr, VC Vk Vx from whole functionals: 3.8968 4.3769 -0.7003 hartree
R = 1.0 bohr, VC Vk Vx from overlap formulas:  3.8968 4.3769 -0.7003 hartree
R = 2.0 bohr, VC Vk Vx from whole functionals: -0.1291 1.4684 -0.3490 hartree
R = 2.0 bohr, VC Vk Vx from overlap formulas:  -0.1291 1.4684 -0.3490 hartree
Bounds: Vk <= 169.679, Vx >= -5.644 hartree
R (bohr) | VC, Vk, Vx, V (hartree)
0.10 | 438.85542 61.70799 -3.10890 497.45451
0.25 | 96.89184 38.57540 -2.43369 133.03355
0.50 | 21.40623 17.79224 -1.55386 37.64460
1.00 | 3.89681 4.37685 -0.70034 7.57333
1.50 | 0.71631 2.31291 -0.47336 2.55585
2.00 | -0.12912 1.46838 -0.34902 0.99024
3.00 | -0.23663 0.55749 -0.18057 0.14029
4.00 | -0.11146 0.21857 -0.09101 0.01611
5.00 | -0.04384 0.08610 -0.04448 -0.00222
6.00 | -0.01563 0.03316 -0.02111 -0.00359
R (bohr) | screening function: this work, ZBL | omitted gradient, correlation (hartree)
0.10 | 0.71065 0.68251 | -1.76063 -0.07790
0.25 | 0.47512 0.43851 | -1.66383 -0.07113
0.50 | 0.26889 0.24154 | -1.05034 -0.05876
1.00 | 0.10819 0.09176 | -0.49253 -0.04109
1.50 | 0.05477 0.04170 | -0.20678 -0.03282
2.00 | 0.02829 0.02092 | -0.12660 -0.02667
3.00 | 0.00601 0.00618 | -0.05739 -0.01659
4.00 | 0.00092 0.00213 | -0.02993 -0.00978
5.00 | -0.00016 0.00083 | -0.01745 -0.00552
6.00 | -0.00031 0.00035 | -0.01022 -0.00301
b parts: VC -328.574, Vk 72.746, Vx -3.362 hartree
b frozen = -259.190, from V at R = 0.001 bohr: -259.172 hartree
United atom K: HF energy -599.1126, relaxed b = -286.106 hartree
Initial screening length ZA*ZB/|b| = 0.2701 bohr
E = 100 eV = 3.6749 hartree: closest approach 1.3174 bohr = 0.6971 angstrom; ZBL 1.2184 bohr
E = 1000 eV = 36.7493 hartree: closest approach 0.5059 bohr = 0.2677 angstrom; ZBL 0.4804 bohr
E = 10000 eV = 367.4932 hartree: closest approach 0.1257 bohr = 0.0665 angstrom; ZBL 0.1212 bohr
\end{verbatim}
